# Can Contact Resistance Raise the Extracted Mobility of a Thin-Film Transistor?

**Q:** I have a transfer curve of a thin-film transistor, taken at small drain bias. The mobility I extract from its slope rises to a sharp peak and then declines. The contacts are poor, but a series resistance can only reduce the current. I therefore want to report the peak as a lower bound on the channel mobility. Is anything wrong with that?

**A:** The statement about the current is right, but the conclusion about the slope does not follow from it. A curve can lie below another one everywhere and still be steeper over some interval. Which mobility do you extract, and how do you model the device without contacts?

**Q:** I use the differential mobility. Let \(u=V_G-V_T\) be the gate overdrive above the channel threshold, \(C\) the gate capacitance per area, and \(W\) and \(L\) the channel width and length. With \(G=I/V_D\),

\[
\mu_{\rm app}=\frac{L}{WC}\,\frac{dG}{du}.
\]

For the channel I use the gradual-channel model with constant mobility \(\mu\). If the channel potential runs from \(V_1\) at the source end to \(V_2\) at the drain end,

\[
I=\frac{WC\mu}{L}\int_{V_1}^{V_2}(u-v)\,dv
=\frac{WC\mu}{L}(V_2-V_1)\left(u-\frac{V_1+V_2}{2}\right).
\]

At small bias the potentials in the last bracket are negligible beside \(u\), so

\[
G_{\rm ch}=\frac{1}{R_{\rm ch}}=\frac{WC\mu u}{L}.
\]

Without contacts, \(\mu_{\rm app}=\mu\). With a contact resistance \(R_c\) in series, \(G=1/(R_{\rm ch}+R_c)\). Since \(R_{\rm ch}\propto 1/u\), its derivative is \(-R_{\rm ch}/u\), and for constant \(R_c\)

\[
\frac{dG}{du}=-\frac{R_{\rm ch}'}{(R_{\rm ch}+R_c)^2}
=\frac{R_{\rm ch}}{u\,(R_{\rm ch}+R_c)^2}.
\]

The channel formula also gives \(L/(WC)=\mu uR_{\rm ch}\). Multiplying by this and writing \(r=R_c/R_{\rm ch}\),

\[
\mu_{\rm app}=\mu\,\frac{R_{\rm ch}^2}{(R_{\rm ch}+R_c)^2}=\frac{\mu}{(1+r)^2}<\mu .
\]

If the contact resistance equals the channel resistance, I extract a quarter of the true value. That is my lower bound.

**A:** The derivation is correct for the case it treats. The step that carries the conclusion is "for constant \(R_c\)". In many device geometries the gate also acts on the semiconductor next to the contact, so \(R_c\) may depend on \(u\). Keep its derivative and see what changes.

**Q:** There is one more term:

\[
\frac{dG}{du}=-\frac{R_{\rm ch}'+R_c'}{(R_{\rm ch}+R_c)^2}
=\frac{R_{\rm ch}/u-R_c'}{(R_{\rm ch}+R_c)^2}.
\]

If the gate improves the contact, \(R_c'<0\), and the new term is positive.

**A:** Measure the steepness of the contact by its logarithmic slope,

\[
s=-\frac{d\ln R_c}{d\ln u}=-\frac{u}{R_c}\frac{dR_c}{du},
\qquad\text{so}\qquad -R_c'=\frac{sR_c}{u}.
\]

Multiply again by \(L/(WC)=\mu uR_{\rm ch}\), then divide numerator and denominator by \(R_{\rm ch}^2\):

\[
\mu_{\rm app}=\mu\,\frac{R_{\rm ch}(R_{\rm ch}+sR_c)}{(R_{\rm ch}+R_c)^2}
=\mu\,\frac{1+sr}{(1+r)^2}.
\]

For \(s=0\) this is your result. The apparent mobility exceeds the true one when \(1+sr>1+2r+r^2\). Subtracting 1 and dividing by \(r>0\) gives

\[
s>2+r .
\]

Within this model the condition is necessary and sufficient. A contact resistance that falls no faster than \(u^{-2}\) cannot produce an overshoot. A steeper one does so wherever \(r\) is smaller than \(s-2\).

**Q:** The algebra is clear, but physically I am uneasy. How can a resistor that takes voltage away from the channel make the device look better than the channel alone?

**A:** Follow the voltage. The channel receives the fraction \(f=1/(1+r)\) of the drain bias, so \(G=fG_{\rm ch}\) and

\[
\frac{dG}{du}=f\,\frac{dG_{\rm ch}}{du}+G_{\rm ch}\,\frac{df}{du}.
\]

The first term is the channel's own response, reduced by \(f\). The second is a transfer of voltage: as the contact opens, drain bias that it was holding is handed to the channel. The extraction formula attributes all of the extra current to added channel charge, and so converts this transfer into mobility.

To see that this is the same result, note that \(r\propto uR_c\), hence \(dr/du=(1-s)r/u\) and \(df/du=(s-1)r/[u(1+r)^2]\). Since \(G_{\rm ch}=u\,dG_{\rm ch}/du\),

\[
\frac{\mu_{\rm app}}{\mu}=\frac{1}{1+r}+\frac{(s-1)r}{(1+r)^2}=\frac{1+sr}{(1+r)^2}.
\]

**Q:** So the voltage transfer helps as soon as \(s>1\), but it must also make up for the reduced first term. That explains why the threshold for an overshoot is higher than 1. How large can the overshoot be?

**A:** Hold \(s\) fixed and vary \(r\):

\[
\frac{d}{dr}\frac{1+sr}{(1+r)^2}
=\frac{s(1+r)-2(1+sr)}{(1+r)^3}
=\frac{s-2-sr}{(1+r)^3}.
\]

For \(s>2\) this is positive below \(r_*=(s-2)/s\) and negative above it, so \(r_*\) gives the maximum. There \(1+sr_*=s-1\) and \(1+r_*=2(s-1)/s\), which gives

\[
\left(\frac{\mu_{\rm app}}{\mu}\right)_{\max}
=\frac{(s-1)\,s^2}{4(s-1)^2}=\frac{s^2}{4(s-1)} .
\]

For \(s=3,4,6\) the values are 1.125, 1.333 and 1.800. The overshoot is modest near \(s=2\) and grows roughly as \(s/4\) for very steep contacts.

**Q:** Then I can use a longer channel. That makes \(r\) small, and the problem disappears.

**A:** At a fixed gate voltage, yes, once the channel is long enough: \(r\to0\) gives \(\mu_{\rm app}\to\mu\). On the way there the error can grow. If \(s>2\) and \(r\) starts above \(r_*\), a longer channel first raises \(\mu_{\rm app}\) to the maximum just derived, and only then lowers it towards \(\mu\). The peak, however, is not tied to a fixed gate voltage. Take a pure power law, \(R_c=Au^{-s}\) with \(s>2\). Then

\[
r=\frac{WC\mu A}{L}\,u^{1-s},
\]

which runs through all positive values as \(u\) increases. It reaches \(r_*\) for any \(L\), so the peak height does not depend on \(L\). Solving \(r=r_*\) for \(u\) shows that the position moves as \(L^{-1/(s-1)}\). For \(s=4\), with contact and channel equal at 10 V for \(L=10\) µm, the peak lies at 12.60 V. At \(L=40\) µm it lies at \(12.60\times4^{-1/3}=7.94\) V, again with a ratio of 1.333.

**Q:** A power law over the whole gate range is rather special. Show me a case in which the contact improves quickly and then stops improving.

**A:** Take round model parameters: \(W=100\) µm, \(L=10\) µm, \(C=20\) nF/cm² and a constant true mobility of 10 cm²/(V s). For the contact use

\[
R_c=R_f+R_1e^{-u/v_0},\qquad R_f=2\ \text{k}\Omega,\quad R_1=40\ \text{M}\Omega,\quad v_0=1.5\ \text{V}.
\]

The exponential stands for an injection barrier lowered by the gate, and the floor for an access resistance that the gate does not control. Only the exponential part has a derivative, so

\[
s=\frac{u}{v_0}\,\frac{R_c-R_f}{R_c}.
\]

The channel conductance per volt of overdrive is

\[
\frac{WC\mu}{L}=10\times(20\times10^{-9})\times10=2\times10^{-6}\ \text{S/V},
\]

so \(R_{\rm ch}=50\) kΩ at 10 V. At \(u=11.098\) V, \(R_{\rm ch}=45.05\) kΩ and \(R_c=26.476\) kΩ. Therefore

\[
r=\frac{26.476}{45.05}=0.588,\qquad
s=\frac{11.098}{1.5}\times\frac{24.476}{26.476}=6.84,
\]

\[
\frac{\mu_{\rm app}}{\mu}=\frac{1+6.84\times0.588}{(1.588)^2}=\frac{5.02}{2.52}=1.99 .
\]

The extracted value is 19.9 cm²/(V s), twice the true mobility, and this is the peak of the curve. Some other points, with mobilities in cm²/(V s), are:

| \(u\) (V) | \(r\) | \(s\) | \(\mu_{\rm app}\) | \(\mu_{\rm eff}\) |
|---|---|---|---|---|
| 5 | 14.29 | 3.33 | 2.08 | 0.65 |
| 8 | 3.12 | 5.28 | 10.29 | 2.43 |
| 11.098 | 0.588 | 6.84 | 19.91 | 6.30 |
| 15 | 0.114 | 4.76 | 12.44 | 8.97 |
| 20 | 0.083 | 0.42 | 8.83 | 9.24 |
| 30 | 0.120 | 0.00 | 7.97 | 8.93 |

The last column is the effective mobility, \(\mu_{\rm eff}=LG/(WCu)\), which uses the current itself instead of its slope.

**Q:** At 5 V the contact is already steeper than \(u^{-2}\), yet the extracted value is far too low.

**A:** Because \(r\) is 14.3 there, the criterion asks for \(s>16.3\), and \(s\) is 3.3. The contact dominates so strongly that its rapid improvement still leaves little voltage on the channel. The condition \(s=2+r\) is met at 7.93 V and again at 17.10 V, and between these voltages the mobility is overestimated. Well above the window the contact has reached its floor, and your constant-resistance result returns: at 30 V, \(10/(1.12)^2=7.97\).

The decline from the peak is therefore also produced by the contact. It could be mistaken for a mobility that degrades with gate field, although the channel mobility in this model is constant.

**Q:** Your maximum condition gives \(r_*=(6.84-2)/6.84=0.71\), but the peak sits at \(r=0.59\). Why the difference?

**A:** The maximum was taken at fixed \(s\), whereas here \(s\) changes along the curve. Differentiating the formula for \(s\) gives

\[
\frac{d\ln s}{d\ln u}=1-\frac{u}{v_0}\,\frac{R_f}{R_c}
=1-7.40\times\frac{2}{26.476}=0.44
\]

at the peak, so \(s\) is still increasing. That keeps \(\mu_{\rm app}\) rising for a while after \(r\) has dropped below \(r_*\). The expression \(s^2/[4(s-1)]\) remains an upper bound at each point where the local \(s\) exceeds 2. At the peak it is 2.003, slightly above the actual ratio of 1.991.

**Q:** What does a longer channel do to this contact?

**A:** The peak moves to lower gate voltage, as before, but now its height changes. From \(L=5\) to 80 µm it falls from 20.3 to 15.9 cm²/(V s), and its position moves from 12.0 to 8.2 V. The steepness \(s\) of this contact is largest, about 6.96, near 12 V, and below that voltage a lower overdrive means a smaller \(s\): the table gives 5.28 at 8 V against 6.84 at 11.1 V. (For channels shorter than about 5 µm the peak lies above 12 V and the trend reverses: there a longer channel raises the peak.) The bound \(s^2/[4(s-1)]\) increases with \(s\) for \(s>2\), so a smaller \(s\) allows less overshoot. Still, a sixteenfold increase in length leaves the peak almost 60% above the true mobility.

**Q:** Is there any quantity for which my original intuition holds?

**A:** Yes, the effective mobility. From \(G=G_{\rm ch}/(1+r)\),

\[
\mu_{\rm eff}=\frac{LG}{WCu}=\frac{\mu}{1+r}<\mu ,
\]

whatever the gate dependence of \(R_c\). The same fact constrains the differential mobility through its integral. Since \(G=0\) at \(u=0\), where the channel is off,

\[
\int_0^U\mu_{\rm app}\,du=\frac{L}{WC}\,G(U)=\frac{\mu U}{1+r(U)}<\mu U .
\]

The average of \(\mu_{\rm app}\) from threshold upward stays below \(\mu\), so an overshoot can repay only part of an earlier deficit. In the example the deficit accumulated below 7.93 V is 60.6 cm²/s, and the surplus inside the window is 47.4 cm²/s.

**Q:** Then I have a check. I draw the tangent to the transfer curve at its steepest point, read off the threshold, and compute the effective mobility there. If it agrees with the peak value, the peak is genuine.

**A:** That agreement is guaranteed, so it tests nothing. The tangent at \(u_p\) meets the voltage axis at \(u_{\rm ext}=u_p-G/G'\), with \(G'=dG/du\). The effective mobility computed from this threshold is

\[
\frac{L}{WC}\,\frac{G}{u_p-u_{\rm ext}}=\frac{L}{WC}\,G'=\mu_{\rm app}(u_p),
\]

for any curve at all. What has gone wrong is the threshold. Using \(G=G_{\rm ch}/(1+r)\) and \(G'=(G_{\rm ch}/u_p)(1+sr)/(1+r)^2\),

\[
u_{\rm ext}=u_p\left[1-\frac{1+r}{1+sr}\right]
=11.098\left[1-\frac{1.588}{5.02}\right]=7.59\ \text{V}.
\]

On this scale the true threshold is zero. The tangent has found the voltage region where the contact opens, not where the channel forms. With the true threshold, the effective mobility at the same point is 6.3 cm²/(V s).

**Q:** You have assumed a constant channel mobility. In an amorphous oxide the mobility may itself rise with gate voltage. Does the argument survive?

**A:** It does if you compare with the true differential mobility at the same gate voltage. Use conductances, with \(G_c=1/R_c\) and \(G=G_{\rm ch}G_c/(G_{\rm ch}+G_c)\). The quotient rule gives the numerator

\[
(G_{\rm ch}'G_c+G_{\rm ch}G_c')(G_{\rm ch}+G_c)-G_{\rm ch}G_c(G_{\rm ch}'+G_c')
=G_{\rm ch}'G_c^2+G_c'G_{\rm ch}^2 ,
\]

because the mixed terms cancel. The denominator is \((G_{\rm ch}+G_c)^2\). Divide both by \(G_c^2\), use \(r=G_{\rm ch}/G_c\), and define \(\mu_d=(L/WC)G_{\rm ch}'\) and \(\mu_c=(L/WC)G_c'\):

\[
\mu_{\rm app}=\frac{\mu_d+r^2\mu_c}{(1+r)^2}.
\]

Here \(\mu_c\) is not a mobility of anything; it is the slope of the contact conductance in mobility units. For \(\mu_d>0\), an overshoot requires \(r^2\mu_c>(2r+r^2)\mu_d\), or

\[
\frac{\mu_c}{\mu_d}>1+\frac{2}{r}.
\]

For constant mobility \(\mu_c/\mu_d=s/r\), and the condition returns to \(s>2+r\). The general rule was also tested numerically for a channel conductance proportional to \(u^{1.4}\), at gate voltages with and without an overshoot.

**Q:** So when I see a peak, should I conclude that the contacts caused it?

**A:** No, that would be the opposite error. Any measured \(G(u)\) can be reproduced with \(R_c=0\) and a channel whose differential mobility equals \(\mu_{\rm app}(u)\). One transfer curve cannot separate the two explanations. Devices of several lengths can, if they share the same contacts, threshold and channel properties. At fixed \(u\),

\[
R(L)=R_c(u)+\frac{L}{WC\mu u},
\]

so the slope against \(L\) does not contain \(R_c\), however strongly it depends on the gate. The inverse slope is \(WC\mu u\). Its derivative with respect to \(u\), divided by \(WC\), is \(\mu\), or \(\mu_d(u)\) if the mobility varies.

For five model devices from 5 to 80 µm, this gives 10.00 cm²/(V s) in the small-bias limit, at the very gate voltage where the 10 µm device shows 19.9. If the thresholds differ between devices, equal \(V_G\) no longer means equal \(u\), and the straight line loses this meaning.

**Q:** My measurement uses 0.1 V on the drain, not an infinitesimal bias. Could that remove the effect?

**A:** Put the whole contact resistance at the source, where its voltage drop \(V_1\) also reduces the gate overdrive. Current continuity then reads

\[
\frac{V_1}{R_c}=\frac{WC\mu}{L}(V_D-V_1)\left(u-\frac{V_1+V_D}{2}\right).
\]

Solving this at \(V_D=0.1\) V gives a peak of 19.8 cm²/(V s), about 0.4% below the small-bias value. The length fit gives 10.01. These figures still assume an ohmic contact, and for a barrier that assumption is already strained here: at the peak the contact holds \(r/(1+r)\approx0.37\) of the bias, about 37 mV, which exceeds \(kT/q\approx26\) mV at room temperature. A thermionic barrier is not ohmic at such a drop, and both the peak and the length fit can then change far more than these figures suggest. If \(R_c\) depends on the current, as it can at an injection barrier, then \(I/V_D\) depends on the bias, and devices of different length no longer have the same \(R_c\) at the same \(u\). Before using either the formula or the length fit, it is therefore worth checking that the current is proportional to \(V_D\), above all in the shortest device. There the contact takes the largest share of the bias; a long device can look ohmic merely because its channel dominates.

**Q:** Then I cannot report my peak as a lower bound. I will measure the other channel lengths first and compare them at equal gate voltage, provided that they share the same channel threshold. I will not align them by their tangent thresholds, because the contacts can shift those differently for each length. Until then, the peak is a property of the channel and contacts together.

## Numbers as computed

```
W = 100 um, L = 10 um, C = 20 nF/cm^2
true mobility = 10.0 cm^2/(V s)
contact: floor 2.0 kohm, R1 40.0 Mohm, v0 1.50 V
constant 50 kohm contact, u = 10 V: mu_app = 2.500 cm^2/(V s)
u(V) Rch(kohm) Rc(kohm) r s mu_app mu_eff [cm^2/(V s)]
5.000 100.00 1428.960 14.2896 3.329 2.077 0.654
8.000 62.50 195.118 3.1219 5.279 10.288 2.426
10.000 50.00 52.905 1.0581 6.415 18.385 4.859
11.098 45.05 26.476 0.5877 6.840 19.914 6.298
15.000 33.33 3.816 0.1145 4.759 12.437 8.973
20.000 25.00 2.065 0.0826 0.418 8.827 9.237
30.000 16.67 2.000 0.1200 0.001 7.973 8.929
peak: u = 11.098 V, mu_app = 19.914 cm^2/(V s), ratio = 1.9914
upper bound on ratio at the peak's s = 2.0028
overshoot window: u = 7.933 to 17.102 V
deficit area below window = 60.601 cm^2/s
surplus area in window = 47.392 cm^2/s
extrapolated threshold above true one = 7.588 V
effective mobility with it, at peak = 19.913 cm^2/(V s)
power law s = 1.5: largest ratio for u = 2-60 V = 0.8130
power law s = 2.0: largest ratio for u = 2-60 V = 0.9796
power law s = 3.0: peak ratio = 1.1250 at u = 17.32 V
power law s = 4.0: peak ratio = 1.3333 at u = 12.60 V
power law s = 6.0: peak ratio = 1.8000 at u = 10.84 V
s = 4.0, L = 40 um: peak ratio = 1.3333 at u = 7.94 V
L = 5 um: peak mu_app = 20.321 cm^2/(V s) at u = 12.029 V
L = 10 um: peak mu_app = 19.914 cm^2/(V s) at u = 11.098 V
L = 20 um: peak mu_app = 18.809 cm^2/(V s) at u = 10.127 V
L = 40 um: peak mu_app = 17.386 cm^2/(V s) at u = 9.157 V
L = 80 um: peak mu_app = 15.867 cm^2/(V s) at u = 8.224 V
length-fit mobility at u = 11.098 V, small-bias limit = 10.000 cm^2/(V s)
length-fit mobility there at VD = 0.1 V = 10.012 cm^2/(V s)
VD = 0.1 V: peak mu_app = 19.833 cm^2/(V s) at u = 11.104 V
```
